# Most efficient peak fluence for Gaussian-beam ablation with logarithmic depth

## Problem

A pulsed laser removes material from a flat target in vacuum. The beam is Gaussian with fixed $1/e^2$ radius $w$, so the fluence (energy per area) at distance $r$ from the axis is

$$F(r)=F_0\,e^{-2r^2/w^2}.$$

Here $F_0$ is the peak fluence, on the axis. One pulse removes the depth

$$z(F)=\delta\ln\frac{F}{F_{\rm th}}\quad(F>F_{\rm th}),\qquad z=0\quad(F\le F_{\rm th}),$$

where the threshold fluence $F_{\rm th}$ and the effective energy penetration depth $\delta$ are constants. Let $V$ be the volume removed by one pulse, $E$ the whole incident pulse energy, and $\eta=V/E$ the removal efficiency.

(a) Find $E$, the crater radius and $V$ for $F_0>F_{\rm th}$.

(b) At which $F_0$ is $\eta$ greatest, and what is its greatest value? Show that the maximum is global. Does the answer change if the pulse energy is fixed and the radius is varied instead?

(c) Where does the absorbed energy go at the optimum?

(d) Derive the condition for the optimum for a general continuous depth law $z(F)$, and compare the Gaussian beam with a uniform disc of light.

(e) Evaluate the results for $F_{\rm th}=0.30$ J/cm², $\delta=20$ nm and $w=15$ µm, which are rough typical values for molybdenum under subpicosecond near-infrared pulses. How sharply must the fluence be set?

(f) Estimate how far the optimum is disturbed by a second ablation regime, by a threshold that falls from pulse to pulse, by the walls of a deepening crater, and by processes during the pulse.

## Solution

### The depth law

The logarithm follows from a simple picture. Let a constant fraction $A$ of the fluence be absorbed and deposited with an exponential profile. The energy per volume at depth $z$ is then

$$u(z)=\frac{AF}{\delta}\,e^{-z/\delta}.$$

Material is removed down to the depth where $u$ has fallen to a critical value $u_{\rm th}$. At threshold this happens at the surface, so $u_{\rm th}=AF_{\rm th}/\delta$. Setting $u(z)=u_{\rm th}$ gives $e^{-z/\delta}=F_{\rm th}/F$, which is the stated law. Parts (a), (b) and (d) need only the law itself; part (c) uses this picture.

### (a) Energy, radius and volume

The pulse energy is the fluence integrated over the plane. With $s=r^2$, $2r\,dr=ds$,

$$E=\int_0^\infty F_0e^{-2r^2/w^2}\,2\pi r\,dr=\pi F_0\int_0^\infty e^{-2s/w^2}ds=\frac{\pi w^2}{2}F_0 .$$

The peak fluence is therefore $2E/(\pi w^2)$, twice the average fluence $E/(\pi w^2)$ that is also in use.

Define $L=\ln(F_0/F_{\rm th})>0$. The crater ends where $F(r)=F_{\rm th}$. Taking the logarithm of $F_0e^{-2r^2/w^2}=F_{\rm th}$ gives

$$r_{\rm th}^2=\frac{w^2L}{2}.$$

Inside this radius the depth is

$$z(r)=\delta\left(L-\frac{2r^2}{w^2}\right),$$

so the crater is a paraboloid with central depth $\delta L$. Its volume is

$$V=\int_0^{r_{\rm th}}z\,2\pi r\,dr=\pi\delta\int_0^{r_{\rm th}^2}\left(L-\frac{2s}{w^2}\right)ds
=\pi\delta\left(Lr_{\rm th}^2-\frac{r_{\rm th}^4}{w^2}\right).$$

Inserting $r_{\rm th}^2=w^2L/2$ gives

$$V=\pi\delta\left(\frac{w^2L^2}{2}-\frac{w^2L^2}{4}\right)=\frac{\pi\delta w^2L^2}{4}.$$

At fixed $w$ the volume grows with $F_0$ without a maximum. The question of an optimum arises for the volume per energy.

### (b) The optimum

Dividing $V$ by $E$ and using $F_0=F_{\rm th}e^{L}$,

$$\eta=\frac{\pi\delta w^2L^2/4}{\pi w^2F_0/2}=\frac{\delta L^2}{2F_0}=\frac{\delta}{2F_{\rm th}}\,L^2e^{-L}.$$

The radius has cancelled. The derivative is

$$\frac{d\eta}{dL}=\frac{\delta}{2F_{\rm th}}\left(2L-L^2\right)e^{-L}=\frac{\delta}{2F_{\rm th}}\,L(2-L)\,e^{-L}.$$

It is positive for $0<L<2$ and negative for $L>2$. So $\eta$ rises up to $L=2$ and falls from there on, and the maximum at $L=2$ is global:

$$F_0=e^2F_{\rm th}\approx7.39\,F_{\rm th},\qquad \eta_{\max}=\frac{2\delta}{e^2F_{\rm th}} .$$

At this setting $r_{\rm th}=w$, the central depth is $2\delta$ and $V=\pi\delta w^2$.

Expressed in the average fluence $F_0/2$, the same optimum lies at $e^2/2\approx3.69$ times the local threshold $F_{\rm th}$. A stated ratio has a meaning only together with its fluence convention.

The two limits are instructive. Just above threshold, $\eta\approx\delta L^2/(2F_{\rm th})$: crater area and crater depth both vanish in proportion to $L$, hence the square. Far above threshold, the volume grows as the square of a logarithm while the energy grows linearly, so $\eta$ tends to zero.

If $E$ is fixed and $w$ is varied, then $V=\eta E$ is greatest where $\eta$ is greatest. Since $\eta$ depends on $F_0$ alone, the optimum is again $F_0=e^2F_{\rm th}$. It is now reached by choosing the radius from $2E/(\pi w^2)=e^2F_{\rm th}$:

$$w=\sqrt{\frac{2E}{\pi e^2F_{\rm th}}} .$$

### (c) Where the energy goes

All fractions below refer to the absorbed energy $AE$, with $A$ the same everywhere.

*Outside the crater.* The energy beyond $r_{\rm th}$ is $\frac{\pi w^2}{2}F_0e^{-2r_{\rm th}^2/w^2}=Ee^{-L}$, so the fraction is $e^{-L}$.

*Below the crater floor.* The exponential profile leaves the energy $AFe^{-z/\delta}=AF_{\rm th}$ per area below the floor, the same at every point of the crater. The fraction is

$$\frac{\pi r_{\rm th}^2F_{\rm th}}{E}=\frac{\pi w^2LF_{\rm th}/2}{\pi w^2F_0/2}=Le^{-L}.$$

*Needed for removal.* The removed volume must hold at least $u_{\rm th}$ per volume. The fraction is

$$\frac{Vu_{\rm th}}{AE}=\frac{\eta F_{\rm th}}{\delta}=\frac{L^2}{2}e^{-L}.$$

*Excess in the removed material.* This is the remainder, $1-(1+L+L^2/2)e^{-L}$.

At $L=2$ the four fractions are 0.135, 0.271, 0.271 and 0.323. Within this picture, then, about 27 % of the absorbed energy does the necessary work even at the best setting. At lower fluence more energy is left in the target; at higher fluence more goes into overheating material that would have left anyway. The efficiency is proportional to the third fraction, and its maximum is the compromise between these losses.

### (d) A general condition, and the uniform disc

For any depth law the volume integral can be taken over fluence instead of radius. From $F=F_0e^{-2r^2/w^2}$,

$$dF=-\frac{4r}{w^2}F\,dr\quad\Rightarrow\quad r\,dr=-\frac{w^2}{4}\frac{dF}{F}.$$

As $r$ runs from 0 to infinity, $F$ runs from $F_0$ down to 0. The minus sign reverses the limits, and

$$V=\frac{\pi w^2}{2}\int_0^{F_0}\frac{z(F)}{F}\,dF,\qquad
\eta=\frac1{F_0}\int_0^{F_0}\frac{z(F)}{F}\,dF .$$

The ratio $z/F$ is the local efficiency, volume per energy at one point of the target. A Gaussian beam averages it with equal weight over all fluences from 0 to $F_0$. The reason is that the energy arriving in a ring, $F\,2\pi r\,|dr|=(\pi w^2/2)\,|dF|$, is the same for equal steps of fluence.

Differentiating the product of $1/F_0$ and the integral,

$$\frac{d\eta}{dF_0}=\frac1{F_0}\left[\frac{z(F_0)}{F_0}-\eta\right].$$

At an interior maximum the efficiency at the beam centre must equal the average efficiency. Raising the peak at fixed $w$ adds energy that enters the average with the local efficiency $z(F_0)/F_0$ of the centre, which helps as long as the centre is better than the average.

For the logarithmic law the condition reads $\delta L/F_0=\delta L^2/(2F_0)$. Its solution with $L>0$ is $L=2$, in agreement with part (b).

A uniform disc of light has one fluence $F$ everywhere, so its efficiency is the local one, $\eta_{\rm disc}=\delta\ln(F/F_{\rm th})/F$. Its derivative, $\delta[1-\ln(F/F_{\rm th})]/F^2$, changes sign from plus to minus at $F=eF_{\rm th}$, where $\eta_{\rm disc}=\delta/(eF_{\rm th})$. The ratio of the two greatest efficiencies is

$$\frac{2\delta/(e^2F_{\rm th})}{\delta/(eF_{\rm th})}=\frac2e\approx0.736 .$$

The Gaussian beam cannot hold the whole spot at the best local fluence. Its best peak lies above $eF_{\rm th}$ because, with the peak at $eF_{\rm th}$, the efficiency at the centre is $\delta/(eF_{\rm th})$ while the average is only half of that, so raising the peak still raises the average.

### (e) Numbers for molybdenum

With $1\ {\rm J/cm^2}=0.01$ µJ/µm², the optimum peak fluence is $7.389\times0.30=2.217$ J/cm², or 0.02217 µJ/µm². Then

$$E=\frac{\pi(15\ \mu{\rm m})^2}{2}\times0.02217\ \frac{\mu{\rm J}}{\mu{\rm m}^2}=7.84\ \mu{\rm J},$$

$$V=\pi\times0.020\ \mu{\rm m}\times(15\ \mu{\rm m})^2=14.1\ \mu{\rm m}^3,\qquad
\eta_{\max}=1.80\ \mu{\rm m}^3/\mu{\rm J}.$$

In workshop units this is 0.108 mm³ per minute and watt. The crater has a radius of 15 µm and is 40 nm deep at the centre. A numerical search, with volume and energy integrated from their definitions, places the optimum at $F_0/F_{\rm th}=7.389$ for $w=15$ µm and for $w=40$ µm.

The sharpness of the optimum follows from

$$\frac{\eta}{\eta_{\max}}=\left(\frac L2\right)^2e^{2-L}.$$

With $L=2+x$, its logarithm is $2\ln(1+x/2)-x\approx-x^2/4$ for small $x$. A loss of 10 % means $x^2/4=-\ln0.9$ in this approximation and is thus expected near $x=\pm0.65$. The computed window is $F_0/F_{\rm th}=4.13$ to $15.20$, that is, $x=-0.58$ to $+0.72$. Further values are:

| $F_0/F_{\rm th}$ | $\eta/\eta_{\max}$ |
|---|---|
| 1.5 | 0.202 |
| 2 | 0.444 |
| 4 | 0.888 |
| 15 | 0.903 |
| 30 | 0.712 |

Doubling the peak fluence from the optimum costs less than 10 %, whereas working at twice the threshold costs more than half. If the threshold is poorly known, it is safer in this model to err towards high fluence.

An energy balance tests whether the parameters are sensible. With a rough absorptance $A=0.4$, the energy density at the crater floor, $AF_{\rm th}/\delta$, amounts to 5.8 eV per atom. The absorbed pulse energy divided by the number of removed atoms is larger by the factor $e^2/2$, the inverse of the fraction 0.271 in part (c), and comes to 21.4 eV. The rough cohesive energy of molybdenum is 6.8 eV per atom. Part of the 21.4 eV is absorbed outside the removed material. By the fractions of part (c), the removed material itself holds $(0.271+0.323)/0.271\times5.8\approx13$ eV per atom, which is enough on average. At the floor the value is slightly too small to free every atom, so if the rough inputs are taken at face value, the lowest layer would have to leave partly as liquid or fragments. The efficiency counts removed volume, not free atoms.

### (f) What disturbs the optimum

**A second regime.** Metals can show a further logarithmic regime at higher fluence, with a larger penetration depth. Let the depth be the larger of $\delta\ln(F/F_{\rm th})$ and $\delta_2\ln(F/F_2)$, with an assumed $\delta_2=60$ nm. The two laws cross at $F_c$, where $\delta(\ln F_c-\ln F_{\rm th})=\delta_2(\ln F_c-\ln F_2)$, so

$$\ln F_c=\frac{\delta_2\ln F_2-\delta\ln F_{\rm th}}{\delta_2-\delta},$$

with all fluences as numbers in the same unit.

For $F_2=1.5$ J/cm² the crossing lies at 3.35 J/cm², above the optimum. A search up to $200\,F_{\rm th}$ finds the greatest efficiency still at 2.22 J/cm². A crossing above the optimum does not guarantee this: for $F_2=1.2$ J/cm² it lies at 2.40 J/cm², yet the greatest efficiency is found near 4.0 J/cm², though it is only about 0.2 % higher than at 2.22 J/cm².

For $F_2=1.0$ J/cm² the crossing lies at 1.83 J/cm², below the former optimum. The greatest efficiency moves to 4.59 J/cm², or $15.3\,F_{\rm th}$, and rises to 1.99 µm³/µJ. The general condition of part (d) holds there: the central depth is $60\ {\rm nm}\times\ln4.59=91.4$ nm, and $0.0914/0.0459=1.99$ µm³/µJ. The factor $e^2$ fails because the crater no longer obeys a single logarithmic law. Staying at $e^2F_{\rm th}$ would still give at least 1.80 µm³/µJ, since the second regime never reduces the depth; the loss against the new best value is therefore at most about 9 %.

**Incubation.** Repeated pulses can lower the threshold, often described by $F_{\rm th}(N)=F_{\rm th}(1)N^{S-1}$. For $N=100$ and an assumed $S=0.9$ it falls from 0.30 to 0.189 J/cm², and the optimum falls with it to 1.40 J/cm². With the peak fluence held at 2.217 J/cm², $L=2+0.1\ln100=2.46$, and the efficiency is 0.955 of the new greatest value. These numbers hold for a pulse that meets the lowered threshold. If $F_{\rm th}(n)$ is the threshold met by the $n$-th pulse, the volume per energy of the whole train is proportional to $\sum_n L_n^2/F_0$ with $L_n=\ln[F_0/F_{\rm th}(n)]$. For the 100 pulses this is greatest near 1.53 J/cm², and at 1.40 J/cm² it is only 0.2 % lower. The $e^2$ rule thus remains a good guide, provided that a threshold representative of the pulses in the train is used.

**Crater walls.** The slope of the crater edge after one pulse is $|dz/dr|=4\delta r_{\rm th}/w^2=4\delta/w=0.0053$, which is negligible. After 100 equal pulses on the same spot it would be $s_e=0.53$, with a central depth of 4.0 µm. On a wall of slope $s$ and angle $\theta$, the fluence per surface area is $F\cos\theta$. If the surface recedes along its normal, the vertical advance is

$$\frac{\delta}{\cos\theta}\ln\frac{F\cos\theta}{F_{\rm th}}\approx\delta\left[\ell+\frac{s^2}{2}(\ell-1)\right],\qquad \ell=\ln\frac{F}{F_{\rm th}},$$

where $\cos\theta\approx1-s^2/2$ was used. The tilt helps where $\ell>1$ and hurts near the edge. At the optimum, with $q=r^2/w^2$, one has $\ell=2(1-q)$ and $s^2=s_e^2q$. The relative change of the volume removed by the next pulse is then

$$\frac{\frac{s_e^2}{2}\int_0^1q(1-2q)\,dq}{\int_0^12(1-q)\,dq}=\frac{s_e^2}{2}\left(\frac12-\frac23\right)=-\frac{s_e^2}{12}\approx-2.4\ \% .$$

Without the small-slope expansion the result is $-2.1$ %, and the optimum for the next pulse moves to $7.74\,F_{\rm th}$ if the first 100 pulses had the same peak fluence as the next one. In the fixed crater cut at $e^2F_{\rm th}$, the best peak for the next pulse alone is about $8.6\,F_{\rm th}$. For the volume per energy of the whole train, with the crater evolved pulse by pulse, the loss is only about 0.7 % and the optimum lies near $7.5\,F_{\rm th}$. This estimate keeps absorptance and threshold independent of angle and takes the crater as 100 copies of the first one. It does not cover deep holes, where light is reflected between the walls.

**During the pulse.** The ordinary thermal diffusivity $D\approx0.54$ cm²/s gives a heat diffusion length $\sqrt{Dt}=5.2$ nm in $t=0.5$ ps, about a quarter of $\delta$ (the convention $2\sqrt{Dt}$ doubles it). But it presumes that electrons and lattice share one temperature, which is not so during such a short pulse. Hot electrons have a heat capacity and a conductivity of their own, and both depend on the electron temperature, so the 5 nm is not a reliable measure of heat transport during the pulse. This transport is contained in the effective $\delta$, which must therefore be measured at the pulse duration used. For a 10 ps pulse the ordinary estimate gives $5.2\times\sqrt{20}\approx23$ nm, so a value of $\delta$ found with subpicosecond pulses should not be carried over. A plume moving at an assumed 10 km/s travels 5 nm during the pulse, so it has no time to spread in front of the target and shield it. The Rayleigh range, 686 µm at a wavelength of 1.03 µm, is far larger than the 4 µm crater, so defocusing is negligible.

**Use for a real target.** The chosen threshold and penetration depth have the usual order of magnitude for metals under subpicosecond pulses, but both depend on surface state, wavelength and pulse duration. Of the effects sized here, the second regime can move the optimum furthest: by a factor of about two in fluence for the lowest of the three assumed values of $F_2$, where moving from $e^2F_{\rm th}$ to the new optimum gains about 8 % in efficiency. Heat accumulation at high repetition rate has not been estimated. As a design rule, $F_0=e^2F_{\rm th}$ applies to a Gaussian beam, a nearly flat surface, and a measured depth that follows one logarithm from threshold up to the highest peak fluence considered. If a steeper regime follows at higher fluence, the average in part (d) must be evaluated with the measured depths. Most of the values used here are collected in the numerical output.

## Numbers as computed

```
Rough parameters for Mo, subpicosecond pulses, vacuum
threshold fluence: 0.30 J/cm2
penetration depth delta: 20 nm
beam radius w (1/e2): 15 um
optimum F0/Fth, found by search: 7.389
e squared: 7.389
same with w = 40 um: 7.389
same at fixed energy, variable w: 7.389
optimum peak fluence: 2.217 J/cm2
pulse energy at optimum: 7.835 uJ
crater radius at optimum: 15.00 um
central depth at optimum: 40.0 nm
removed volume at optimum: 14.137 um3
relative mesh shift of volume (0.1 to 0.05 um): 5.1e-08
greatest efficiency: 1.804 um3/uJ
greatest efficiency, converted: 0.1083 mm3/(min W)
energy fraction outside crater: 0.1353
efficiency / greatest at F0/Fth = 1.5: 0.202
efficiency / greatest at F0/Fth = 2.0: 0.444
efficiency / greatest at F0/Fth = 4.0: 0.888
efficiency / greatest at F0/Fth = 15.0: 0.903
efficiency / greatest at F0/Fth = 30.0: 0.712
90 % window of F0/Fth: 4.13 to 15.20
uniform disc, optimum F/Fth: 2.718
uniform disc, greatest efficiency: 2.453 um3/uJ
Gaussian / disc greatest efficiency: 0.7358
second regime, assumed delta: 60 nm
second threshold 1.5 J/cm2: crossover 3.35 J/cm2
  optimum F0 2.22 J/cm2, F0/Fth 7.39
  greatest efficiency 1.804 um3/uJ
second threshold 1.0 J/cm2: crossover 1.83 J/cm2
  optimum F0 4.59 J/cm2, F0/Fth 15.31
  greatest efficiency 1.991 um3/uJ
number of pulses N: 100, incubation exponent S: 0.9
threshold after N pulses: 0.189 J/cm2
new optimum peak fluence: 1.399 J/cm2
efficiency kept at old optimum / new greatest: 0.955
edge slope after 1 pulse: 0.00533
edge slope after N pulses: 0.533
efficiency change by tilted walls after N: -2.1 %
optimum F0/Fth with tilted walls after N: 7.74
crater depth after N pulses: 4.00 um
Rayleigh range at 1.03 um wavelength: 686 um
pulse duration: 0.5 ps
heat diffusion length sqrt(D t) in pulse: 5.2 nm
plume travel in pulse at 10 km/s: 5.0 nm
absorptance (rough): 0.4
absorbed energy per removed atom, mean: 21.4 eV
absorbed energy per atom at crater floor: 5.80 eV
cohesive energy (rough): 6.8 eV per atom
```
